**d-wave spin splitting and compensation in a square-lattice altermagnet**

The model has nearest hopping \(-t\), diagonal hopping \(-(t'\pm\delta)\) across alternate plaquettes and exchange \(\mp\sigma\Delta\) on sublattices A and B, without spin-orbit coupling. Its bands are \(\varepsilon_0\pm R_\sigma\) with \(R_\sigma=\sqrt{\gamma^2+(\eta-\sigma\Delta)^2}\), \(\varepsilon_0=-4t'\cos k_x\cos k_y\), \(\gamma=-2t(\cos k_x+\cos k_y)\), \(\eta=4\delta\sin k_x\sin k_y\), and the lower band is split by \(S=4\Delta\eta/(R_\uparrow+R_\downarrow)\). The program asserts these formulas against a real-space lattice and Bloch matrices built from the bond geometry, together with the bound \(|S|\le2\min(|\eta|,\Delta)\), its saturation on the zone boundary, the small-\(\delta\) and large-\(\Delta\) limits and the spectrum for a random Néel axis. It enumerates the lattice operations that keep or exchange the spin sectors and asserts the \(d_{xy}\) nodes for random longer hoppings of the same symmetry. It asserts zero net moment at several \(\mu\) and \(T\) and for \(t_x\ne t_y\), a finite moment for a staggered potential, the linear-response formula for an \(xy\) shear, the Hartree gap equation against unrestricted iteration, the band-bottom curvatures and the transverse spin-current ratio. For \(t=1\), \(t'=0.2\), \(\delta=0.1\), \(\Delta=1\) eV and \(a=3\) Å, the output shows \(S=0.187\) eV at \((\pi/3,\pi/4)\) against \(2\eta=0.490\) eV, a maximum of 0.8 eV, a half-filling gap of 0.8 eV with \(m=0.301\) and \(U=3.33\) eV, masses \(0.298\) and \(0.320\,m_e\), and a spin-current ratio of 0.0354.

## Verification by program

```python
# Two-sublattice square-lattice altermagnet, no spin-orbit coupling. k in 1/a, energies in eV.
# Sites (x,y): A if x+y even, B if odd. Nearest hopping -t. Diagonal hopping -(tp+d) across
# plaquettes whose lower-left corner is A, -(tp-d) across the others. Exchange -s*D on A,
# +s*D on B, s=+-1. Result under test: E = e0 +- R_s, R_s = sqrt(g^2+(eta-s D)^2),
# e0=-4 tp cos kx cos ky, g=-2t(cos kx+cos ky), eta=4 d sin kx sin ky; lower-band splitting
# S=E_up-E_dn=4 D eta/(R_up+R_dn) (d_xy wave), and N_up=N_dn at every mu and T.
# Extras: lam = uniform xy shear of diagonal hopping, V = staggered potential, tx != ty.
import numpy as np
from scipy import constants as C
rng = np.random.default_rng(1)
pi = np.pi
P = dict(tx=1.0, ty=1.0, tp=0.2, d=0.1, D=1.0, lam=0.0, V=0.0)
t, tp, d, D, a_A = 1.0, 0.2, 0.1, 1.0, 3.0
mod = lambda **kw: {**P, **kw}
NB = [(i, j) for i in (-1, 0, 1) for j in (-1, 0, 1) if (i, j) != (0, 0)]

def hop(x, y, dx, dy, p):
    if dy == 0: return -p['tx']
    if dx == 0: return -p['ty']
    filled = (x + min(dx, 0) + y + min(dy, 0)) % 2 == 0
    return -(p['tp'] + (p['d'] if filled else -p['d']) + p['lam']*dx*dy)

def table(p): return {(s, v): hop(s, 0, v[0], v[1], p) for s in (0, 1) for v in NB}

def bloch(kx, ky, s, p, tab=None):  # explicit sum over bonds
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    H = np.zeros(kx.shape + (2, 2), complex)
    for (u, v), h in (tab or table(p)).items():
        H[..., u, (u + v[0] + v[1]) % 2] += h*np.exp(1j*(kx*v[0] + ky*v[1]))
    H[..., 0, 0] += p['V'] - s*p['D']; H[..., 1, 1] -= p['V'] - s*p['D']
    return H

ev = lambda kx, ky, s, p=P, tab=None: np.linalg.eigvalsh(bloch(kx, ky, s, p, tab))
Snum = lambda kx, ky, p=P, tab=None: (ev(kx, ky, 1, p, tab) - ev(kx, ky, -1, p, tab))[..., 0]

def parts(kx, ky, p=P):  # closed formulas
    e0 = -4*p['tp']*np.cos(kx)*np.cos(ky); g = -2*p['tx']*(np.cos(kx) + np.cos(ky))
    eta = 4*p['d']*np.sin(kx)*np.sin(ky)
    return e0, g, eta, np.hypot(g, eta - p['D']), np.hypot(g, eta + p['D'])

L = 8
X, Y = [z.ravel() for z in np.meshgrid(range(L), range(L), indexing='ij')]
idx = lambda x, y: (x % L)*L + y % L
sub = (X + Y) % 2
def real(s, p):
    H = np.diag((p['V'] - s*p['D'])*(1.0 - 2*sub))
    for x, y in zip(X, Y):
        for dx, dy in NB: H[idx(x, y), idx(x + dx, y + dy)] += hop(x, y, dx, dy, p)
    return H

# real-space spectrum and k-resolved projection against the formula
for s in (1, -1):
    H = real(s, P); allE = []
    for i, j in zip(X, Y):
        kx, ky = 2*pi*i/L, 2*pi*j/L
        w = np.exp(1j*(kx*X + ky*Y))/np.sqrt(L*L/2)
        W = np.stack([w*(sub == 0), w*(sub == 1)], 1); h = W.conj().T @ H @ W
        assert np.abs(H @ W - W @ h).max() < 1e-12
        e0, g, eta, Ru, Rd = parts(kx, ky); R = Ru if s == 1 else Rd
        assert np.allclose(np.linalg.eigvalsh(h), [e0 - R, e0 + R], atol=1e-12)
        allE += [e0 - R, e0 + R]
    assert np.allclose(np.repeat(np.linalg.eigvalsh(H), 2), np.sort(allE), atol=1e-11)

# enumeration of space operations r -> R r + tau
OPS = {'E': (1, 0, 0, 1), 'C2': (-1, 0, 0, -1), 'Md': (0, 1, 1, 0), 'Md2': (0, -1, -1, 0),
       'C4': (0, -1, 1, 0), 'C4i': (0, 1, -1, 0), 'Mx': (-1, 0, 0, 1), 'My': (1, 0, 0, -1)}
def classify(p):
    Hu, Hd = real(1, p), real(-1, p); keep, flip = set(), set()
    for n, (a, b, c, e) in OPS.items():
        for ux in range(L):
            for uy in range(L):
                q = idx(a*X + b*Y + ux, c*X + e*Y + uy); ix = np.ix_(q, q)
                if np.allclose(Hu[ix], Hu): keep.add(n)
                if np.allclose(Hd[ix], Hu): flip.add(n)
    return keep, flip
keep, flip = classify(P)
assert keep == {'E', 'C2', 'Md', 'Md2'} and flip == {'C4', 'C4i', 'Mx', 'My'}
assert classify(mod(d=0.0))[1] == set(OPS)
assert classify(mod(ty=0.8))[1] == {'Mx', 'My'}
assert classify(mod(lam=0.03))[1] == set() and classify(mod(V=0.1))[1] == set()

# splitting formula, bound, limits at random k
kx, ky = rng.uniform(-pi, pi, (2, 4000))
tz = np.diag([1.0, -1.0])
assert np.allclose(bloch(kx + pi, ky + pi, 1, P), tz @ bloch(kx, ky, 1, P) @ tz)
for p in (P, mod(D=0.2), mod(d=0.3, D=0.7, tp=-0.1)):
    e0, g, eta, Ru, Rd = parts(kx, ky, p)
    dE = ev(kx, ky, 1, p) - ev(kx, ky, -1, p)
    assert np.allclose(dE[:, 0], 4*p['D']*eta/(Ru + Rd), atol=1e-12)
    assert np.allclose(dE[:, 1], -dE[:, 0], atol=1e-12)
    assert np.all(np.abs(dE[:, 0]) <= 2*np.minimum(np.abs(eta), p['D']) + 1e-12)
    eb = parts(kx, pi - kx, p)[2]
    assert np.allclose(Snum(kx, pi - kx, p), 2*np.minimum(eb, p['D']), atol=1e-12)
assert np.abs(Snum(kx, ky, mod(d=0.0))).max() < 1e-12
assert np.abs(Snum(kx, ky, mod(D=0.0))).max() < 1e-12
k1 = (pi/3, pi/4)
def err1(dd):
    q = parts(*k1, mod(d=dd)); return Snum(*k1, mod(d=dd)) - 2*q[2]*D/np.hypot(q[1], D)
assert abs(err1(0.02)/err1(0.01) - 8) < 0.05
q = parts(*k1); big = 200.0
assert abs((Snum(*k1, mod(D=big))/(2*q[2]) - 1)/(-q[1]**2/(2*big**2)) - 1) < 1e-3

# independence of the Neel axis
n = rng.normal(size=3); n /= np.linalg.norm(n)
sn = np.array([[n[2], n[0] - 1j*n[1]], [n[0] + 1j*n[1], -n[2]]])
w4, v4 = np.linalg.eigh(np.kron(bloch(*k1, 1, mod(D=0.0)), np.eye(2)) - D*np.kron(tz, sn))
spin = np.real(np.diag(v4.conj().T @ np.kron(np.eye(2), sn) @ v4))
assert np.allclose(w4, [q[0] - q[4], q[0] - q[3], q[0] + q[3], q[0] + q[4]], atol=1e-12)
assert np.allclose(spin, [-1, 1, 1, -1], atol=1e-10)

# random longer-range hoppings carrying the same symmetry
vec = [(i, j) for i in range(-2, 3) for j in range(-2, 3) if (i, j) != (0, 0)]
h0 = {(s, v): rng.normal()*0.5 for s in (0, 1) for v in vec}
h1 = {(s, v): 0.5*(h0[s, v] + h0[(s + v[0] + v[1]) % 2, (-v[0], -v[1])]) for s, v in h0}
gen = {(s, v): np.mean([h1[s ^ int(m in flip), (a*v[0] + b*v[1], c*v[0] + e*v[1])]
       for m, (a, b, c, e) in OPS.items()]) for s, v in h1}
Sg = Snum(kx, ky, P, gen)
assert Sg.std() > 1e-2
assert np.allclose(Snum(-ky, kx, P, gen), -Sg) and np.allclose(Snum(-kx, ky, P, gen), -Sg)
assert np.allclose(Snum(ky, kx, P, gen), Sg) and np.allclose(Snum(-kx, -ky, P, gen), Sg)
for k0 in (0.0, pi):
    assert np.abs(Snum(k0, ky, P, gen)).max() < 1e-12 and np.abs(Snum(kx, k0, P, gen)).max() < 1e-12

# angular harmonics
ph = 2*pi*np.arange(128)/128
def harm(r):
    S = Snum(r*np.cos(ph), r*np.sin(ph))
    return (np.array([2*np.mean(S*np.cos(m*ph)) for m in range(13)]),
            np.array([2*np.mean(S*np.sin(m*ph)) for m in range(13)]))
ca, sb = harm(1.2)
assert np.abs(ca).max() < 1e-12 and max(abs(sb[m]) for m in range(13) if m % 4 != 2) < 1e-12
R0 = np.hypot(4*t, D); A = 2*tp + 4*t*t/R0; B = 4*D*d/R0; E0 = -4*tp - R0
assert abs(harm(0.01)[1][2]/(B*1e-4) - 1) < 1e-3

# zone grid: sign, maximum, gap, moments
N = 240
KX, KY = np.meshgrid(2*pi*np.arange(N)/N, 2*pi*np.arange(N)/N, indexing='ij')
Eu, Ed = ev(KX, KY, 1), ev(KX, KY, -1); ss = np.sin(KX)*np.sin(KY); S = (Eu - Ed)[..., 0]
off = np.abs(ss) > 1e-9
assert np.all(np.sign(S[off]) == np.sign(ss[off])) and np.abs(S[~off]).max() < 1e-12
Smax = S.max(); assert abs(Smax - 8*d) < 1e-12
assert abs(min(Eu.min(), Ed.min()) - E0) < 1e-12
vtop = max(Eu[..., 0].max(), Ed[..., 0].max()); cbot = min(Eu[..., 1].min(), Ed[..., 1].min())
assert abs(vtop - (4*tp - D)) < 1e-12 and abs(cbot - (D - 4*d)) < 1e-12
f = lambda E, mu, T: 0.5*(1 - np.tanh((E - mu)/(2*T)))
def counts(p, mu, T): return [f(ev(KX, KY, s, p), mu, T).sum(-1).mean() for s in (1, -1)]
for m_, T_ in ((-3.0, 0.05), (-0.6, 0.02), (1.3, 0.3)):
    assert abs((f(Eu, m_, T_) - f(Ed, m_, T_)).sum(-1).mean()) < 1e-12
    loc = 0
    for s in (1, -1):
        w, v = np.linalg.eigh(real(s, P)); loc = loc + s*(v**2 @ f(w, m_, T_))
    assert np.allclose(loc, loc[0]*(1 - 2*sub), atol=1e-10) and loc[0] > 1e-3
mu, kT, lam, Vst = -1.5, 0.1, 0.002, 0.1
nu, nd = counts(P, mu, kT); assert abs(nu - nd) < 1e-12
Mty = np.subtract(*counts(mod(ty=0.8), mu, kT)); assert abs(Mty) < 1e-12
MV = np.subtract(*counts(mod(V=Vst), mu, kT)); assert abs(MV) > 1e-4
Ml = np.subtract(*counts(mod(lam=lam), mu, kT))
fp = lambda E: -f(E, mu, kT)*(1 - f(E, mu, kT))/kT
Mlin = ((fp(Eu) - fp(Ed)).sum(-1)*4*lam*ss).mean()
assert abs(Ml) > 1e-7 and abs(Ml/Mlin - 1) < 0.02
nA = []
for s in (1, -1):
    w, v = np.linalg.eigh(bloch(KX, KY, s, P))
    nA.append((np.abs(v[..., 0, :])**2*f(w, mu, kT)).sum(-1).mean())
mA_dop = (nA[0] - nA[1])/2

# Hubbard Hartree: gap equation against unrestricted iteration at half filling
M = 96
gx, gy = [z.ravel() for z in np.meshgrid(*(2*pi*np.arange(M)/M,)*2, indexing='ij')]
mform = lambda x, y: 0.5*np.mean((D - parts(x, y)[2])/parts(x, y)[3])
mhalf = mform(gx, gy); assert abs(mhalf - mform(KX, KY)) < 1e-5
U = D/mhalf; kin = bloch(gx, gy, 1, mod(D=0.0))
occ = np.array([[0.85, 0.25], [0.20, 0.70]])  # [spin][site]
for it in range(150):
    sol = [np.linalg.eigh(kin + U*np.diag(occ[1 - s])) for s in (0, 1)]
    e = np.stack([z[0] for z in sol]); fill = np.zeros(e.size)
    fill[np.argsort(e.ravel())[:e.size//2]] = 1; fill = fill.reshape(e.shape)
    new = np.array([(np.abs(sol[s][1])**2*fill[s][:, None, :]).sum(-1).mean(0) for s in (0, 1)])
    dif = np.abs(new - occ).max(); occ = new
    if dif < 1e-11: break
assert np.allclose(occ, [[.5 + mhalf, .5 - mhalf], [.5 - mhalf, .5 + mhalf]], atol=1e-8)

# band bottom: Hessian and Boltzmann sum
h = 1e-3
for s in (1, -1):
    E = lambda x, y: ev(x, y, s)[0]
    assert abs((E(h, 0) - 2*E(0, 0) + E(-h, 0))/h**2 - 2*A) < 1e-5
    assert abs((E(h, h) - E(h, -h) - E(-h, h) + E(-h, -h))/(4*h*h) - s*B) < 1e-5
    r = h/np.sqrt(2)
    assert abs((E(r, r) - 2*E(0, 0) + E(-r, -r))/h**2 - 2*(A + s*B/2)) < 1e-5
kk = np.linspace(-0.25, 0.25, 201); bx, by = np.meshgrid(kk, kk, indexing='ij'); Tb = 0.002
sxx, sxy = {}, {}
for s in (1, -1):
    E = ev(bx, by, s)[..., 0]; vx, vy = np.gradient(E, kk, kk)
    wt = f(E, E0, Tb)*(1 - f(E, E0, Tb))
    sxx[s], sxy[s] = (vx*vx*wt).sum(), (vx*vy*wt).sum()
ratio = (sxy[1] - sxy[-1])/(sxx[1] + sxx[-1])
assert abs(ratio/(B/(2*A)) - 1) < 0.01   # non-parabolic terms are of order kT/A
assert abs(sxy[1] + sxy[-1]) < 1e-9*sxx[1]

h2m = C.hbar**2/(2*C.m_e)/C.e*1e20
muB_G = C.physical_constants['Bohr magneton in eV/T'][0]*1e-4
print(f"t={t} eV tp={tp} eV delta={d} eV Delta={D} eV a={a_A} Angstrom")
print("spin-keeping ops:", sorted(keep)); print("spin-flipping ops:", sorted(flip))
print(f"k=(pi/3,pi/4)/a: sin kx sin ky={np.sin(k1[0])*np.sin(k1[1]):.5f}")
print(f" e0={q[0]:.5f} gamma={q[1]:.5f} eta={q[2]:.5f} eV")
print(f" R_up={q[3]:.5f} R_dn={q[4]:.5f} eV")
print(f" lower: E_up={q[0]-q[3]:.5f} E_dn={q[0]-q[4]:.5f} eV")
print(f" upper: E_up={q[0]+q[3]:.5f} E_dn={q[0]+q[4]:.5f} eV")
print(f" S={Snum(*k1):.5f} first order={2*q[2]*D/np.hypot(q[1], D):.5f} 2eta={2*q[2]:.5f} eV")
print(f" error ratio of first order, delta 0.02 vs 0.01 eV: {err1(0.02)/err1(0.01):.3f}")
for j in range(1, 5):
    k = j*pi/8; Sj = Snum(k, k); e2 = 2*parts(k, k)[2]
    print(f"kx=ky={j}pi/8: S={Sj:.5f} eV 2eta={e2:.5f} eV ratio={Sj/e2:.5f}")
print(f"limit of S/2eta at Gamma, Delta/R0={D/R0:.5f}")
print(f"max S={Smax:.5f} eV = {Smax*C.e*1e7:.4e} erg")
print(f"equivalent Zeeman field S/(2 muB)={Smax/(2*muB_G):.4e} G")
print(f"Delta=0.2 eV: S(pi/2,pi/2)={Snum(pi/2, pi/2, mod(D=0.2)):.5f} eV")
print(f"|k|a=1.2: sin2phi={sb[2]:.5f} sin6phi={sb[6]:.3e} sin10phi={sb[10]:.3e} eV")
print(f"half filling: valence top={vtop:.4f} conduction bottom={cbot:.4f} eV")
print(f" indirect gap={cbot-vtop:.4f} eV, m={mhalf:.5f}, U=Delta/m={U:.4f} eV")
print(f" Hartree: nA_up={occ[0,0]:.5f} nB_up={occ[0,1]:.5f} nA_dn={occ[1,0]:.5f} nB_dn={occ[1,1]:.5f}")
print(f"doped mu={mu} eV kT={kT} eV: N_up={nu:.6f} N_dn={nd:.6f} per cell")
print(f" sublattice m_A={mA_dop:.5f}")
print(f" ty=0.8 eV: |N_up-N_dn|={abs(Mty):.1e} per cell")
print(f" V={Vst} eV: N_up-N_dn={MV:.5f} per cell")
print(f" lambda={lam} eV: N_up-N_dn={Ml:.4e}, linear={Mlin:.4e} per cell")
print(f"R0={R0:.5f} E0={E0:.5f} A={A:.5f} B={B:.5f} eV")
print(f"hbar^2/2m_e={h2m:.5f} eV Angstrom^2")
print(f"spin up m(1,1)={h2m/(a_A**2*(A+B/2)):.5f} m(1,-1)={h2m/(a_A**2*(A-B/2)):.5f} m_e")
print(f"Fermi ellipse axis ratio={np.sqrt((A+B/2)/(A-B/2)):.5f}")
print(f"spin-splitter B/2A={B/(2*A):.5f}; Boltzmann (mu=E0, kT={Tb} eV)={ratio:.5f}")
print("checks complete")
```

It prints:

```
t=1.0 eV tp=0.2 eV delta=0.1 eV Delta=1.0 eV a=3.0 Angstrom
spin-keeping ops: ['C2', 'E', 'Md', 'Md2']
spin-flipping ops: ['C4', 'C4i', 'Mx', 'My']
k=(pi/3,pi/4)/a: sin kx sin ky=0.61237
 e0=-0.28284 gamma=-2.41421 eta=0.24495 eV
 R_up=2.52953 R_dn=2.71631 eV
 lower: E_up=-2.81237 E_dn=-2.99915 eV
 upper: E_up=2.24669 E_dn=2.43346 eV
 S=0.18678 first order=0.18748 2eta=0.48990 eV
 error ratio of first order, delta 0.02 vs 0.01 eV: 7.999
kx=ky=1pi/8: S=0.03060 eV 2eta=0.11716 eV ratio=0.26118
kx=ky=2pi/8: S=0.13307 eV 2eta=0.40000 eV ratio=0.33268
kx=ky=3pi/8: S=0.36893 eV 2eta=0.68284 eV ratio=0.54029
kx=ky=4pi/8: S=0.80000 eV 2eta=0.80000 eV ratio=1.00000
limit of S/2eta at Gamma, Delta/R0=0.24254
max S=0.80000 eV = 1.2817e-12 erg
equivalent Zeeman field S/(2 muB)=6.9104e+07 G
Delta=0.2 eV: S(pi/2,pi/2)=0.40000 eV
|k|a=1.2: sin2phi=0.15767 sin6phi=-1.186e-03 sin10phi=5.596e-06 eV
half filling: valence top=-0.2000 conduction bottom=0.6000 eV
 indirect gap=0.8000 eV, m=0.30063, U=Delta/m=3.3263 eV
 Hartree: nA_up=0.80063 nB_up=0.19937 nA_dn=0.19937 nB_dn=0.80063
doped mu=-1.5 eV kT=0.1 eV: N_up=0.566018 N_dn=0.566018 per cell
 sublattice m_A=0.11785
 ty=0.8 eV: |N_up-N_dn|=0.0e+00 per cell
 V=0.1 eV: N_up-N_dn=-0.04072 per cell
 lambda=0.002 eV: N_up-N_dn=9.9673e-04, linear=9.9690e-04 per cell
R0=4.12311 E0=-4.92311 A=1.37014 B=0.09701 eV
hbar^2/2m_e=3.80998 eV Angstrom^2
spin up m(1,1)=0.29840 m(1,-1)=0.32031 m_e
Fermi ellipse axis ratio=1.03605
spin-splitter B/2A=0.03540; Boltzmann (mu=E0, kT=0.002 eV)=0.03545
checks complete
```
